# Stationary Energy and the Third Extremum on the Bain Path

## The decision: accept the relaxed cubic cell?

A structural relaxation is started from a bcc crystal, and the program reports zero shear stress at \(c/a=1\). Should the structure be accepted as a metastable phase, or is another calculation needed? Another is needed: the shear stress vanishes there by symmetry, whether the energy has a minimum or a maximum. The same holds for fcc. The sign of the curvature tells a minimum from a maximum along the tetragonal path, and the two curvatures together say where a further extremum must be sought.

The setting is a body-centred tetragonal crystal with one atom per primitive cell. Its conventional cell has edges \(a,a,c\) and two atoms, so the volume per atom is \(V=a^2c/2\). With \(t=\ln(c/a)\), fixed \(V\) gives

\[
a=(2V)^{1/3}e^{-t/3},\qquad c=(2V)^{1/3}e^{2t/3}.
\]

The energy per atom along this line is \(E(t)\). At \(t=0\) the crystal is bcc.

At \(c/a=\sqrt2\) it is fcc. To see this, take the in-plane diagonals as new axes. The vectors \((a,a,0)\) and \((-a,a,0)\) have length \(\sqrt2a\), and with \((0,0,c)\) they span a cell of volume \(2a^2c\), which holds four atoms. The old corner \((0,a,0)\), half the sum of the two in-plane vectors, lies at the centre of one face, and the old body centres lie at the centres of the others. This face-centred cell has edges \(\sqrt2a,\sqrt2a,c\), and is a cube when \(c=\sqrt2a\). Call this point \(t_F=\ln\sqrt2\).

## First case: a sum over bonds

Let the energy be a pair sum, \(E=\tfrac12\sum\phi(r)\), over all neighbours of one atom. Suppose a neighbour sits at \((X,Y,Z)\) in the cubic crystal, and let \(\tau\) be the change of \(t\) from that cubic point. The in-plane lengths scale as \(e^{-\tau/3}\) and the axial ones as \(e^{2\tau/3}\), so the squared distance \(u=r^2\) is

\[
u(\tau)=e^{-2\tau/3}(X^2+Y^2)+e^{4\tau/3}Z^2 .
\]

At \(\tau=0\) its derivatives are

\[
u'=-\tfrac23(X^2+Y^2)+\tfrac43Z^2,\qquad
u''=\tfrac49(X^2+Y^2)+\tfrac{16}9Z^2 .
\]

The slope of the energy is \(\tfrac12\sum(d\phi/du)\,u'\). Within one shell of a cubic crystal \(d\phi/du\) is the same for all neighbours, and the sums of \(X^2\), \(Y^2\) and \(Z^2\) are equal. Hence \(\sum u'\propto-\tfrac23-\tfrac23+\tfrac43=0\), shell by shell.

**Check on near shells.** The eight nearest bcc neighbours have \(X^2=Y^2=Z^2\), so each \(u'\) vanishes separately. Of the six second neighbours, four lie in the plane with \(u'=-\tfrac23r^2\) and two on the axis with \(u'=\tfrac43r^2\); the sum is \(-\tfrac83r^2+\tfrac83r^2=0\). In fcc, four of the twelve nearest neighbours lie in the plane, with \(u'=-\tfrac23r^2\). The other eight have \(X^2+Y^2=Z^2=\tfrac12r^2\), so \(u'=\tfrac13r^2\). Again the sum is zero. Bonds that lengthen balance bonds that shorten.

## Any energy with cubic symmetry

A real electronic energy is not a pair sum, so the argument must rest on symmetry alone. Stretch a cubic crystal along its cubic axes by factors \(e^{e_1},e^{e_2},e^{e_3}\), and let \(E(e_1,e_2,e_3)\) be the energy. A threefold rotation about the body diagonal maps the unstrained crystal onto itself and permutes the axes. The strained crystals with permuted stretches are therefore rotated copies of one another:

\[
E(e_1,e_2,e_3)=E(e_3,e_1,e_2).
\]

Differentiating at zero strain shows that the three first derivatives are equal. Call their common value \(g\). The Bain path has

\[
(e_1,e_2,e_3)=\left(-\tfrac{\tau}{3},-\tfrac{\tau}{3},\tfrac{2\tau}{3}\right),
\]

and the chain rule gives

\[
\left.\frac{dE}{d\tau}\right|_{0}=g\left(-\tfrac13-\tfrac13+\tfrac23\right)=0 .
\]

For bcc the cubic axes are the tetragonal ones. For fcc two of them are turned by \(45^\circ\) in the plane. The in-plane stretch is the same in every in-plane direction, so the strain has the same three components in the turned axes, and the proof applies unchanged.

Two assumptions entered. The energy must be differentiable at the cubic point: a degenerate electronic level that splits linearly with strain gives the lowest branch a cusp. The electronic state must also share the cubic symmetry: a magnetic moment tied to the \(c\) axis by spin–orbit coupling removes the threefold rotation, and the slope need not vanish.

**Check on a quantum energy.** An s band with isotropic hopping, filled with 1.2 electrons per atom at \(k_BT=0.3\) hopping units, has a free energy that depends on the whole band structure. Its slope at both cubic points is below \(10^{-10}\) hopping units, while the largest slope sampled elsewhere is 3.0.

The wave-vector mesh matters here. Dividing all three primitive reciprocal vectors into the same number of equal parts, with a mesh point at \(\mathbf k=0\), gives a mesh with the shape, and so the symmetry, of the reciprocal lattice. A shifted mesh need not keep that symmetry. Equal divisions along the conventional tetragonal axes keep it at bcc but not at fcc: at \(c/a=\sqrt2\) the mesh spacings are in the ratio \(1:1:1/\sqrt2\), which is not cubic. An unconverged sum on such a mesh can show a spurious slope at fcc.

## What is held fixed

The value of \(g\) follows from a uniform expansion, \(de_1=de_2=de_3=d\ln V/3\). Then \(dE=3g\,(d\ln V/3)=g\,d\ln V\), so

\[
g=V\frac{dE}{dV}=-PV .
\]

If \(a\) is held fixed and \(c\) alone varies, the strain is \((0,0,\tau)\) and the slope at the cubic point is \(g=-PV\). It vanishes only at zero pressure. The Morse crystal treated below, in its bcc form, gives a slope of \(-0.845\,D\) at fixed \(a\), equal to \(-PV\) from a separate volume derivative.

Relaxing the volume is harmless. Write \(E(t,V)\) and let \(V^*(t)\) minimize it at zero pressure. Then

\[
\frac{d}{dt}E(t,V^*)=\frac{\partial E}{\partial t}+\frac{\partial E}{\partial V}\frac{dV^*}{dt}.
\]

The last term vanishes because \(\partial E/\partial V=0\) at \(V^*\), and the first vanishes at the cubic points for every \(V\). At finite pressure the same steps apply to \(E+PV\). Moreover, since \(\partial E/\partial t=0\) at a cubic point for every \(V\), the mixed derivative \(\partial^2E/\partial t\,\partial V\) is zero there too. Relaxation therefore leaves the curvature equal to the fixed-volume curvature at the same \(V\).

## The Landau expansion around a cubic point

Stationarity does not make \(E\) even in \(\tau\): lengthening and shortening the \(c\) axis are different distortions. To find which terms survive, describe all volume-conserving stretches along the cubic axes by polar coordinates:

\[
e_3=\sqrt{\tfrac23}\,\rho\cos\theta,\qquad
e_{1,2}=\sqrt{\tfrac23}\,\rho\cos\!\left(\theta\pm\tfrac{2\pi}3\right).
\]

Their sum is zero and the sum of their squares is \(\rho^2\). A cyclic permutation of the axes shifts \(\theta\) by \(2\pi/3\), and exchanging axes 1 and 2 reverses \(\theta\). The energy can therefore contain \(\cos m\theta\) only for \(m=0,3,6,\dots\).

A term of degree \(n\) in the strains has harmonics \(m=n,n-2,\dots\). Degree one has \(m=1\), which is forbidden. Degree two has \(m=2\), forbidden, and \(m=0\), allowed. Degree three has \(m=1\), forbidden, and \(m=3\), allowed. Thus

\[
E=E_0+\tfrac12\kappa\rho^2+\gamma\rho^3\cos3\theta+O(\rho^4).
\]

On the Bain path \(\rho^2=\tau^2(\tfrac19+\tfrac19+\tfrac49)=\tfrac23\tau^2\). Positive \(\tau\) has \(\theta=0\) and negative \(\tau\) has \(\theta=\pi\), where \(\cos3\theta=-1\). Both signs are covered by

\[
E=E_0+\tfrac13\kappa\tau^2+\left(\tfrac23\right)^{3/2}\gamma\tau^3+O(\tau^4),
\qquad E''=\tfrac23\kappa .
\]

The shear \((s,-s,0)\) has \(\rho^2=2s^2\), hence energy \(\kappa s^2\) at second order. Define the tetragonal shear modulus \(C'\) by an energy density \(2C's^2\) for this strain at fixed volume; at zero pressure it is \((C_{11}-C_{12})/2\). Then \(\kappa=2VC'\) and

\[
E''=\tfrac43VC' .
\]

A cubic point with negative curvature on the path has \(C'<0\) and is mechanically unstable. Since the quadratic term is isotropic, it is a maximum in the whole \((\rho,\theta)\) plane. A minimum on the path shows stability in this plane only; other shears and the phonons need their own calculations.

**Check with a different shear.** In both models below, \(C'\) was obtained from \((s,-s,0)\) and compared with the path curvature. For the ionic bcc crystal \(V=4\pi/3=4.189\), and \(\tfrac43(4.189)(0.005846)=0.03265\), which agrees with \(E''\). The first and second angular harmonics were also tested and vanish to numerical accuracy; the third does not.

## Counting the extrema

Assume that \(E\) is continuous along the path and that both cubic curvatures are nonzero. Each cubic point is then a strict local minimum or maximum.

1. **Both are minima.** Just inside the interval \([0,t_F]\) the energy is above its nearer endpoint value. The largest value on the interval is therefore not at an endpoint, and a maximum lies between bcc and fcc.
2. **Both are maxima.** The same argument with signs reversed puts a minimum between them.
3. **One is a minimum, the other a maximum.** Nothing more is forced between them. Go instead from the maximum away from the other cubic point. The energy first falls. If it later climbs back above the maximum, its lowest value on that stretch is in the interior, and a further minimum lies there.

The condition in case 3 has a physical basis at fixed volume. As \(c\to0\) the atoms crowd together along \(c\), and as \(c\to\infty\) they crowd together in the plane. Repulsion at short distance then raises the energy at both ends.

An unstable cubic phase and a third extremum are thus not alternatives. With rising ends and nonzero cubic curvatures, a third extremum exists in all three cases. If all stationary points are nondegenerate, minima and maxima alternate, beginning and ending with a minimum, so the minima outnumber the maxima by one. Case 2 then has at least five extrema.

**Limits where the count fails.** Consider two trial curves that are stationary at \(0\) and \(t_F\):

\[
E_A=\tfrac13t^3-\tfrac12t_Ft^2,\qquad
E_B=\tfrac14t^4-\tfrac13t_Ft^3 .
\]

For the first, \(E_A'=t(t-t_F)\): bcc is a maximum, fcc a minimum, and there is no third extremum, because the energy falls without limit as \(t\to-\infty\). For the second, \(E_B'=t^2(t-t_F)\): both ends rise, but bcc is an inflection point and fcc is the sole extremum. This needs \(C'=0\) at bcc, which a change of volume might produce at an isolated value.

## Where the third extremum lies, and what it is

If the third extremum is so close to a cubic point that the fourth-order terms there are small beside the cubic one, the cubic truncation of the expansion describes it. Closeness alone is not enough: when \(\gamma\) is small as well, the fourth-order terms decide, and what follows need not hold. Put \(p=\rho\cos\theta\) and \(q=\rho\sin\theta\). Since \(\rho^3\cos3\theta=p^3-3pq^2\),

\[
E-E_0\approx\tfrac12\kappa(p^2+q^2)+\gamma(p^3-3pq^2).
\]

On the path \(q=0\), and the condition \(\kappa p+3\gamma p^2=0\) has the nonzero root \(p^*=-\kappa/(3\gamma)\). The path has \(p=\sqrt{2/3}\,\tau\), and \(\kappa=\tfrac32E''\), so

\[
\tau^*=-\sqrt{\tfrac32}\,\frac{\kappa}{3\gamma}
=-\sqrt{\tfrac32}\,\frac{E''}{2\gamma}\approx-0.612\,\frac{E''}{\gamma}.
\]

The second derivatives at this root are

\[
\frac{\partial^2E}{\partial p^2}=\kappa+6\gamma p^*=-\kappa,\qquad
\frac{\partial^2E}{\partial q^2}=\kappa-6\gamma p^*=3\kappa .
\]

They have opposite signs. At this order the third extremum is a saddle in the strain plane, whichever sign \(\kappa\) has. If it looks like a minimum along the path, it is unstable to the orthorhombic distortion that makes the two in-plane edges of the cubic cell used in the expansion unequal. Near bcc these are the two \(a\) edges. Near fcc they are the edges \(\sqrt2a\) of the face-centred cell, turned by \(45^\circ\), so the distortion changes the angle between the \(a\) edges and, to first order, not their lengths. This is a result of the truncation, so the full energy has to be checked in each case.

In terms of computed curvatures, \(p^2=\tfrac23\tau^2\) gives a path curvature of \(-\tfrac23\kappa=-E''\). The orthorhombic strain \((s,-s,0)\) has \(q^2=2s^2\), which gives \(6\kappa=9E''\). Here \(E''\) is the curvature at the cubic point.

## Two minima: ions in a uniform background

Point ions of charge \(Ze\) in a rigid, uniform neutralizing background have no adjustable parameter once energies are measured in \(Z^2e^2/(4\pi\epsilon_0a_{ws})\), where \(a_{ws}\) is the radius of a sphere of volume \(V\). The model leaves out the kinetic energy of the electrons and their response to the ions.

Both curvatures are positive: 0.0327 for bcc and 0.0276 for fcc. This is case 1, and the maximum between them is found at \(c/a=1.208\). The energies are \(-0.895929\) for bcc, \(-0.895874\) for fcc and \(-0.895785\) at the maximum, so the barrier from bcc is \(1.44\times10^{-4}\). For \(Z=1\) and \(a_{ws}=2\) Å the energy unit is 7.20 eV, and the barriers are 1.04 meV from bcc and 0.64 meV from fcc.

The Landau estimate from bcc, with \(E''=0.03265\) and \(\gamma=-0.1584\), is

\[
\tau^*=-0.612\,\frac{0.03265}{-0.1584}\approx0.126,\qquad c/a\approx e^{0.126}=1.13 .
\]

From fcc, with \(\gamma=0.154\), it is \(\tau^*\approx-0.110\), or \(c/a\approx\sqrt2\,e^{-0.110}=1.27\). Each estimate points towards the other phase, and the true maximum lies between the two. The third-order expansion gives the direction correctly and the position roughly.

At the maximum the path curvature is \(-0.0152\) and the orthorhombic curvature is \(+0.431\). The bcc estimates are \(-0.033\) and \(+0.29\). The signs agree, so within the strain plane this point is a saddle: a pass between two valleys. Whether a lower pass exists when other strains are allowed has not been examined.

## One minimum, one maximum: a Morse crystal

Take the pair potential

\[
\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],
\qquad \alpha r_0=6,
\]

in units \(D=r_0=1\), at the fcc equilibrium volume \(V=0.6706\). The curvature is \(+20.6\) at fcc and \(-5.81\) at bcc, so bcc is unstable at this volume.

The bond sum shows why. Its second derivative is \(\tfrac12\sum[\phi_{uu}(u')^2+\phi_uu'']\), where subscripts denote derivatives with respect to \(u\), and \(\phi_u=\phi'(r)/(2r)\). For the eight nearest neighbours \(u'=0\), so their stiffness drops out, and \(u''=\tfrac89r^2\). Their contribution is

\[
\tfrac12\cdot8\cdot\frac{\phi'(r_1)}{2r_1}\cdot\tfrac89r_1^2=\tfrac{16}9r_1\phi'(r_1).
\]

The cell edge is \(a=(2V)^{1/3}=1.103\), so \(r_1=\sqrt3a/2=0.955\). This is shorter than \(r_0\): the bonds are compressed, with \(\phi'(r_1)=-4.86\), and the contribution is \(-8.26\). All other shells together must supply \(-5.81+8.26=+2.45\), which is too little to stabilize the crystal.

This is case 3, with bcc the maximum. The far side is \(c/a<1\), and the energy there does rise: at \(c/a=0.5\) it is \(+21.2\), against \(-6.606\) for bcc. The further minimum is found at \(c/a=0.914\), with energy \(-6.615\). It is 0.009 below bcc and 0.277 above fcc. The Landau estimate from bcc, with \(\gamma=-26.2\), is

\[
\tau^*=-0.612\,\frac{-5.81}{-26.2}\approx-0.136,\qquad c/a\approx0.87,
\]

again on the correct side, but too far out.

The path curvature at this point is \(+7.96\), so a relaxation restricted to tetragonal cells can settle there. The orthorhombic curvature is \(-35.3\), so the apparent phase is a saddle and distorts once the two \(a\) edges may differ. The truncation predicts \(+5.8\) and \(-52\), with the correct signs.

In both models three extrema were found for \(c/a\) between 0.5 and 2.4, and both end energies lie above all of them. The numerical output lists the values.

## The decision, revisited

For the relaxed cubic cell, the vanishing shear stress carries no information about stability. The next calculation is a small tetragonal strain at fixed volume. If the energy falls, the cubic phase is unstable, and the search continues on the far side of it, and also between the two cubic points if the other one is a maximum too. If a tetragonal minimum appears there, an orthorhombic strain \((s,-s,0)\) along the cube axes of that unstable cubic phase is the next test. For a minimum between two unstable cubic phases, both sets of cube axes, \(45^\circ\) apart in the plane, need the test. If both cubic phases have positive curvature, the highest point between them is a barrier along the path; the counting does not exclude further extrema there. A minimum that passes these tests is still a candidate phase until the remaining shears and the phonons have been checked.

## Table of computed values

```
Morse alpha*r0 = 6.0, D = 1, r0 = 1
Morse fixed volume per atom = 0.670594 r0^3
fcc nearest neighbours found = 12
--- model: ions ---
bcc: E = -0.89592926, |dE/dt| = 2e-13
bcc: E'' = 0.032651, C' = 0.005846, gamma = -0.1584 (model units)
fcc: E = -0.89587362, |dE/dt| = 2e-13
fcc: E'' = 0.027564, C' = 0.004935, gamma = 0.1536 (model units)
extrema for c/a from 0.5 to 2.4: 3
end energies: -0.844386 and -0.872724 (model units)
third extremum: c/a = 1.208449, E = -0.89578517
third: path E'' = -0.015200, orthorhombic E'' = 0.430628
E(bcc)-E(fcc) = -5.5640e-05, E(third)-E(fcc) = 8.8443e-05
for Z = 1, a_ws = 2.0 angstrom: energy unit = 7.200 eV
barrier from bcc = 1.0374 meV, from fcc = 0.6368 meV
--- model: morse ---
bcc: E = -6.60582342, |dE/dt| = 2e-10
bcc: E'' = -5.813901, C' = -6.502332, gamma = -26.2316 (model units)
fcc: E = -6.89223905, |dE/dt| = 8e-11
fcc: E'' = 20.593916, C' = 23.032463, gamma = 53.2063 (model units)
extrema for c/a from 0.5 to 2.4: 3
end energies: 21.201539 and 0.706781 (model units)
third extremum: c/a = 0.914322, E = -6.61498868
third: path E'' = 7.963068, orthorhombic E'' = -35.273111
E(bcc)-E(fcc) = 2.8642e-01, E(third)-E(fcc) = 2.7725e-01
--- constraints and quantum test ---
Morse relaxed volume: largest cubic |slope| = 4e-10 D
Morse bcc, a held fixed: slope = -0.84531 D, -PV = -0.84531 D
band model: 1.2 electrons per atom, kT = 0.3 hopping units
band free energy: largest cubic |slope| = 5e-11 hopping units
band free energy: largest sampled noncubic |slope| = 3.0084
```
